# Off-shell retardation of the Breit interaction in CI for helium-like ions: test program

```python
# Coulomb x one-transverse-photon energy of a ground pair (a a), no-pair, atomic units.
# E = 2 sum' C_rs B_rs/(2e_a-e_r-e_s),  Om_r=(e_r-e_a)/c, k = photon wave number.
# Weight w(k) on the static photon integrand:
#   static: 1;  CI prescription (cos kernels): [k^2/(k^2-Om_r^2)+k^2/(k^2-Om_s^2)]/2;
#   exact : 1 - Om_r Om_s/((k+Om_r)(k+Om_s))   (no pole; equals 1 for singles).
# s1/2 channel, J=0: B_rs=(4/pi) int dk w T_r T_s, T_r=int u_r j1(kr) dr, u_r=P_r Q_a+Q_r P_a.
import numpy as np
from itertools import product
from numpy.polynomial import legendre as leg
from scipy.constants import alpha, physical_constants
from scipy.special import sici, roots_genlaguerre, eval_genlaguerre, gammaln, spherical_jn
from scipy.integrate import quad
from scipy.optimize import brentq
c = 1/alpha
EV = physical_constants['Hartree energy in eV'][0]
pi = np.pi

# ---------- model: 3 levels per electron, 2 photon modes, c=1 ----------
lev = np.array([0., 1., 2.3]); I3 = np.eye(3)
G1 = [np.array([[.3, .5, .2], [.5, .1, .4], [.2, .4, .2]]), np.array([[.2, .3, .4], [.3, .2, .1], [.4, .1, .3]])]
G2 = [np.array([[.4, .2, .3], [.2, .3, .1], [.3, .1, .2]]), np.array([[.1, .4, .2], [.4, .3, .3], [.2, .3, .1]])]
Am = np.array([[.5, .3, .2], [.3, .4, .1], [.2, .1, .3]]); Bm = np.array([[.6, .2, .4], [.2, .3, .2], [.4, .2, .5]])
C2 = np.kron(Am, Bm) + np.kron(Bm, Bm)
C1 = np.kron(Am, I3) + np.kron(I3, Bm)          # produces single excitations only
Epair = (lev[:, None] + lev[None, :]).ravel()
def model(ks, Ga, Gb):
    E = np.concatenate([Epair] + [Epair + k for k in ks])
    W = [np.zeros((27, 27)), np.zeros((27, 27))]
    for m in range(2):
        X = np.zeros((3, 3)); X[0, m+1] = X[m+1, 0] = 1
        W[0] += np.kron(X, np.kron(Ga[m], I3)); W[1] += np.kron(X, np.kron(I3, Gb[m]))
    return E, W
def exact_fd(ks, C):
    E, W = model(ks, G1, G2); Cf = np.kron(I3, C)
    def d(h):
        return sum(a*b*l*np.linalg.eigvalsh(np.diag(E)+h*(a*W[0]+b*W[1]+l*Cf))[0]
                   for a, b, l in product((1, -1), repeat=3))/(8*h**3)
    return (4*d(.005)-d(.01))/3
w_static = lambda k, a, b: 1.0
w_ci = lambda k, a, b: .5*(k*k/(k*k-a*a)+k*k/(k*k-b*b))
w_exact = lambda k, a, b: 1-a*b/((k+a)*(k+b))
def formula(ks, C, w):
    return sum(4*C[3*r+s, 0]*G1[m][r, 0]*G2[m][s, 0]*w(ks[m], lev[r], lev[s])/(ks[m]*(lev[r]+lev[s]))
               for r in range(3) for s in range(3) for m in range(2) if r+s)
def canonical(ks, C):
    E, W = model(ks, G1, G2); Cf = np.kron(I3, C); dE = E[:, None]-E[None, :]
    S = [np.divide(w, dE, out=np.zeros_like(w), where=w != 0) for w in W]
    cm = lambda x, y: x@y-y@x
    Heff = .5*(cm(S[0], W[1])+cm(S[1], W[0]))
    ci = 2*sum(C[n, 0]*Heff[n, 0]/(-Epair[n]) for n in range(1, 9))
    return ci, .5*(cm(S[0], cm(S[1], Cf))+cm(S[1], cm(S[0], Cf)))[0, 0]
print("model (energy unit = first gap), levels 0 1 2.3, second mode k=1.7; g1*g2*lambda term")
for k1 in (0.6, 1.1, 1.001, 1.00001):
    ks = (k1, 1.7); ex = exact_fd(ks, C2); ci, dropped = canonical(ks, C2)
    assert abs(ex-formula(ks, C2, w_exact)) < 1e-4*abs(ex)
    assert abs(ci-formula(ks, C2, w_ci)) < 1e-8*abs(ci)
    assert abs(ci+dropped-ex) < 1e-4*abs(ex)
    print(f" k={k1}: exact {ex:.5f} static {formula(ks,C2,w_static):.5f} CI {ci:.5f} dropped {dropped:.5f}")
assert abs(ci) > 100*abs(ex)
ks = (0.6, 1.7); ex = exact_fd(ks, C1); ci = canonical(ks, C1)[0]
assert abs(ex-formula(ks, C1, w_static)) < 1e-4*abs(ex) and abs(ci-ex) > .05*abs(ex)
print(f" singles only, k=0.6: exact {ex:.5f} static {formula(ks,C1,w_static):.5f} CI {ci:.5f}")
E, W = model(ks, G1, G1); g = 1e-3
val, vec = np.linalg.eigh(np.diag(E)+g*(W[0]+W[1]))
split = (val[np.argmax(abs(vec[1]+vec[3]))]-val[np.argmax(abs(vec[1]-vec[3]))])/(2*g*g)
onshell = sum(-2*G1[m][0, 1]**2/ks[m]*w_ci(ks[m], 1., 1.) for m in range(2))
assert abs(split-onshell) < 1e-4*abs(onshell)
print(f" on-shell exchange: diagonalised {split:.5f} formula {onshell:.5f}")

# ---------- position kernels ----------
def faux(x):
    si, cin = sici(x); return cin*np.sin(x)+(pi/2-si)*np.cos(x)
rK = lambda r, a, b: 2/pi*(b*faux(a*r)-a*faux(b*r))/(b-a)
for r in (0.3, 2.0, 7.0):
    pv = quad(lambda k: np.sin(k*r)*k/(k+1), 0, 3, weight='cauchy', wvar=1.)[0] \
        + quad(lambda k: k/(k*k-1), 3, np.inf, weight='sin', wvar=r)[0]
    assert abs(2/pi*pv-np.cos(r)) < 1e-6
    direct = quad(lambda k: (k+3)/((k+1)*(k+2)), 0, np.inf, weight='sin', wvar=r)[0]
    lap = quad(lambda t: (2*np.exp(-r*t)-np.exp(-2*r*t))/(1+t*t), 0, np.inf)[0]
    assert abs(2/pi*direct-rK(r, 1., 2.)) < 1e-6 and abs(2/pi*lap-rK(r, 1., 2.)) < 1e-6
    print(f"kernel Om=1,2 r={r}: r*K exact {rK(r,1.,2.):.5f} CI {(np.cos(r)+np.cos(2*r))/2:.5f}")
kk = rK(np.linspace(.01, 50, 500), 1., 2.)
assert (np.diff(kk) < 0).all() and kk.min() > 0 and kk.max() < 1
r = 1e-4
assert abs((rK(r, 1., 2.)-1+4/pi*r*np.log(2))/r**2-1) < 5e-3

# ---------- angular factor from explicit four-spinors ----------
mu, wm = leg.leggauss(16); ph = np.arange(24)*2*pi/24
ct, ph = [z.ravel() for z in np.meshgrid(mu, ph, indexing='ij')]
st = np.sqrt(1-ct**2); wa = np.repeat(wm, 24)*2*pi/24
nv = np.array([st*np.cos(ph), st*np.sin(ph), ct])
Y00 = np.ones_like(ct)/np.sqrt(4*pi); Y10 = np.sqrt(3/(4*pi))*ct
Y11 = -np.sqrt(3/(8*pi))*st*np.exp(1j*ph); Y1m = -Y11.conj()
Om_s = [np.array([Y00, 0*Y00]), np.array([0*Y00, Y00])]
Om_p = [np.array([-Y10/3**.5, (2/3)**.5*Y11]), np.array([-(2/3)**.5*Y1m, Y10/3**.5])]
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alp = np.array([np.kron([[0, 1], [1, 0]], s) for s in sig])
psi = lambda pq, m: np.vstack([pq[0]*Om_s[m], 1j*pq[1]*Om_p[m]])
kh = np.array([1., 2., 2.])/3
cur = lambda f, i, mf, mi, z: np.einsum('ap,iab,bp,p->i', psi(f, mf).conj(), alp, psi(i, mi), wa*np.exp(1j*z*(kh@nv)))
f1, i1, f2, i2, z1, z2 = (.7, .3), (.9, -.2), (.4, -.5), (.8, .1), 1.3, 2.1
sing = {(0, 1): .5**.5, (1, 0): -.5**.5}
J = sum(x*y*np.outer(cur(f1, i1, p[0], q[0], z1), cur(f2, i2, p[1], q[1], -z2))
        for p, x in sing.items() for q, y in sing.items())
longi = kh@J@kh
uu = (f1[0]*i1[1]+f1[1]*i1[0])*(f2[0]*i2[1]+f2[1]*i2[0])
assert abs(np.trace(J)-longi+2*uu*spherical_jn(1, z1)*spherical_jn(1, z2)) < 1e-10 and abs(longi) > 1e-3

# ---------- radial machinery ----------
def j1(z):
    zz = np.maximum(z, .1)
    return np.where(z < .1, z/3-z**3/30+z**5/840-z**7/45360, np.sin(zz)/zz**2-np.cos(zz)/zz)
zt = np.geomspace(1e-3, 300, 50); assert abs(j1(zt)-spherical_jn(1, zt)).max() < 1e-12
def panels(edges, n):
    t, w = leg.leggauss(n); h = np.diff(edges)/2
    return ((edges[:-1]+h)[:, None]+h[:, None]*t).ravel(), (h[:, None]*w).ravel(), h
tg, wg = leg.leggauss(16)
Sint = np.array([leg.legval(tg, leg.legint(e, lbnd=-1)) for e in np.eye(16)]).T@np.linalg.inv(leg.legvander(tg, 15))
xg, wx, hx = panels(np.concatenate([[0], np.geomspace(1e-6, .2, 14), np.linspace(.4, 50, 249)]), 16)
th, wth, _ = panels(np.linspace(0, np.arctan(100.), 41), 12)
class Ion:
    def __init__(s, Z, N):
        s.Z, s.N, s.g = Z, N, np.sqrt(1-(Z/c)**2); g = s.g; n = np.arange(N)
        s.nrm = np.exp(.5*(gammaln(n+1)-gammaln(n+2*g+1)))
        x, w = roots_genlaguerre(N+2, 2*g-1)
        L = s.lag(x)
        dL = np.array([0*x]+[-eval_genlaguerre(i-1, 2*g+1, x) for i in range(1, N)])*s.nrm[:, None]
        assert abs((L*w*x)@L.T-np.eye(N)).max() < 1e-9
        rinv = 2*Z*(L*w)@L.T; D = 2*Z*(L*w)@((g-x/2)*L+x*dL).T-rinv
        H = np.block([[-Z*rinv, c*D.T], [c*D, -Z*rinv-2*c*c*np.eye(N)]])
        e, v = np.linalg.eigh((H+H.T)/2); keep = e > -c*c
        s.e, s.v = e[keep], v[:, keep]; s.Om = (s.e-s.e[0])/c
        s.r, s.w, s.h = xg/(2*Z), wx/(2*Z), hx/(2*Z)
        s.u, s.rho = s.dens(xg)
        s.C = s.pair(s.rho, s.rho, 1., 1/s.r); s.B0 = s.elem(s.u, s.u, 0.)
    def lag(s, x):
        return np.array([eval_genlaguerre(i, 2*s.g, x) for i in range(s.N)])*s.nrm[:, None]
    def dens(s, x):
        f = np.sqrt(2*s.Z)*x**s.g*np.exp(-x/2)*s.lag(x)
        P, Q = s.v[:s.N].T@f, s.v[s.N:].T@f
        return P*Q[0]+Q*P[0], P*P[0]+Q*Q[0]
    def cum(s, f):
        f = f.reshape(len(f), -1, 16); tot = (f@wg)*s.h
        return ((f@Sint.T)*s.h[:, None]+(np.cumsum(tot, 1)-tot)[:, :, None]).reshape(len(f), -1)
    def pair(s, f, g, a, b):
        return (s.cum(f*a)*b*s.w)@g.T+(f*b*s.w)@s.cum(g*a).T
    def elem(s, f, g, Om):
        if Om == 0: return 2/3*s.pair(f, g, s.r, 1/s.r**2)
        z = Om*s.r
        return 2/3*s.pair(f, g, j1(z), 3*Om*(np.cos(z)/z**2+np.sin(z)/z))
    def rows(s, u, Om):
        return np.vstack([s.elem(u[i:i+1], u, Om[i]) for i in range(len(u))])
    def T(s, k):
        return (s.u*s.w)@j1(np.outer(s.r, k))
    def analyse(s):
        s.k, s.wk = 2*s.Z*np.tan(th), 2*s.Z*wth/np.cos(th)**2
        s.Tk = s.T(s.k); s.A = s.rows(s.u, s.Om); s.BM = (s.A+s.A.T)/2
        U = s.Tk*s.Om[:, None]/(s.k+s.Om[:, None])
        s.dX = -4/pi*(U*s.wk)@U.T; s.BX = s.B0+s.dX
        D = -c*(s.Om[:, None]+s.Om[None, :]); D[0, 0] = np.inf; s.t = s.C/D
        out = []
        for B in (s.B0, s.BM, s.BX):
            m = 2*s.t*B; out.append((m.sum()-m[1:, 1:].sum(), m[1:, 1:].sum()))
        return out
hy = Ion(1, 6)
assert abs(hy.B0[0, 0]/(alpha**2/4)-1) < 1e-3 and abs(hy.C[0, 0]-.625) < 1e-3
print(f"Z=1 Breit(1s^2)/(alpha^2 Z^3/4) = {hy.B0[0,0]/(alpha**2/4):.5f}")

# ---------- He-like Sn ----------
Z = 50; S = Ion(Z, 20); res = S.analyse(); n = len(S.e)
dirac = lambda nr: c*c*((1+(Z/c/(nr+S.g))**2)**-.5-1)
assert abs(S.e[0]/dirac(0)-1) < 1e-9 and abs(S.e[1]/dirac(1)-1) < 1e-7
scale = abs(S.B0).max()
assert abs(4/pi*(S.Tk*S.wk)@S.Tk.T-S.B0).max() < 1e-4*scale
TO = S.T(S.Om); K = 200.*Z
for i in range(1, n):
    o = S.Om[i]; F0 = TO[i, i]*TO[:, i]
    pv = ((S.k**2*S.Tk[i]*S.Tk-o*o*F0[:, None])/(S.k**2-o*o))@S.wk+o*F0/2*np.log((K-o)/(K+o))
    assert abs(4/pi*pv-S.A[i]).max() < 1e-4*scale
xc, wc, _ = panels(np.array([0, .05, .15, .4, .8, 1.5, 2.5, 4, 6, 9, 13, 18, 25, 35, 50.]), 12)
uc = S.dens(xc)[0]*wc/(2*Z); rc = xc/(2*Z)
lo, hi = np.minimum.outer(rc, rc)[..., None], np.maximum.outer(rc, rc)[..., None]
p, q = 8, 9
K1 = (1.5*(lo*(1-tg**2)-2*hi*tg)/(2*hi)*(rK(hi+lo*tg, S.Om[p], S.Om[q])-1)/hi)@wg
dpos = 2/3*uc[p]@K1@uc[q]
assert abs(dpos-S.dX[p, q]) < 1e-3*np.sqrt(S.dX[p, p]*S.dX[q, q])
rmean = (S.rho[0]*S.r)@S.w
print(f"Sn Z={Z}: c={c:.6f} a.u., gamma={S.g:.6f}, <r>1s={rmean:.6f} bohr, 1 Eh={EV:.6f} eV")
print(f"e1s={S.e[0]:.5f} Eh, e2s={S.e[1]:.5f} Eh, states {n}")
print(f"first order: Coulomb {S.C[0,0]:.5f} Eh, Breit {S.B0[0,0]:.6f} Eh")
print(f"retardation element (8,9): k space {S.dX[p,q]:.5e}, r space {dpos:.5e} Eh")
print("state e/Eh Om/(1/bohr) Om<r> B0_rr/Eh CI/static exact/static")
for i in (1, 5, 10, 14, n-3, n-2, n-1):
    print(f" {i} {S.e[i]:.1f} {S.Om[i]:.2f} {S.Om[i]*rmean:.3f} {S.B0[i,i]:.4e} {S.BM[i,i]/S.B0[i,i]:.4f} {S.BX[i,i]/S.B0[i,i]:.4f}")
assert S.BM[1, 1] > S.B0[1, 1] > S.BX[1, 1] > 0
names = ("static", "CI", "exact")
for nm, (a, b) in zip(names, res):
    print(f"E {nm}: singles {a*1e3:.4f} doubles {b*1e3:.4f} total {(a+b)*1e3:.4f} mEh = {(a+b)*EV:.5f} eV")
tot = [a+b for a, b in res]
print(f"shift vs static: CI {(tot[1]-tot[0])*1e3:.4f}, exact {(tot[2]-tot[0])*1e3:.4f} mEh")
print(f"error vs exact: static {(tot[0]-tot[2])*EV*1e3:.2f}, CI {(tot[1]-tot[2])*EV*1e3:.2f} meV")
assert abs(res[1][0]-res[0][0]) > 1e-4*abs(res[0][0])
r16 = Ion(Z, 16).analyse()
print("N=16 totals static, CI, exact:", " ".join(f"{(a+b)*1e3:.4f}" for a, b in r16), "mEh")
for deg in (10, 20, 30, 45):
    U = np.eye(n); a = np.radians(deg)
    U[1, 1] = U[-1, -1] = np.cos(a); U[1, -1] = np.sin(a); U[-1, 1] = -np.sin(a)
    ur, tr, Or = U.T@S.u, U.T@S.t@U, (U**2).T@S.Om
    A = S.rows(ur, Or); e0 = 2*(tr*S.elem(ur, ur, 0.)).sum(); eM = (tr*(A+A.T)).sum()
    assert abs(e0-tot[0]) < 1e-9*abs(tot[0])
    print(f"rotate 2s/top {deg} deg: Om'={Or[1]:.1f} 1/bohr static {e0*1e3:.4f} CI {eM*1e3:.4f} mEh")
assert abs(eM-tot[1]) > 1e-3*abs(tot[1])
lam, V = np.linalg.eigh(S.t[1:, 1:]); un, On = V.T@S.u[1:], (V**2).T@S.Om[1:]
d0 = 2*lam@np.diag(S.elem(un, un, 0.)); dM = 2*lam@np.diag(S.rows(un, On))
assert abs(d0-res[0][1]) < 1e-9*abs(d0) and abs(dM-res[1][1]) > 1e-6*abs(d0)
print(f"natural orbitals, doubles: static {d0*1e3:.4f} CI {dM*1e3:.4f} mEh")
j = np.argmax(abs(lam)); ul = un[j:j+1]; Tl = V[:, j]@S.Tk[1:]; b0 = S.elem(ul, ul, 0.)[0, 0]
rM = lambda o: S.elem(ul, ul, o)[0, 0]/b0
rX = lambda o: (Tl**2*w_exact(S.k, o, o))@S.wk/(Tl**2@S.wk)
print(f"leading natural orbital: amplitude {lam[j]:.5f}, own Om {On[j]:.2f} 1/bohr, B0 {b0:.5e} Eh")
for o in (On[j], 50., 100., 200., 400., 1500.):
    print(f" Om={o:.1f} 1/bohr: CI/static {rM(o):.4f} exact/static {rX(o):.4f}")
og = np.geomspace(1, 1500, 80); sc = np.array([rM(o) for o in og])
ch = np.where(sc[1:]*sc[:-1] < 0)[0]
assert sc.max() > 1 and sc[-1] < 0 and len(ch) >= 1
k2 = (Tl**2*S.k**2)@S.wk/(Tl**2@S.wk)
assert abs(sc[-1]/(-k2/1500**2)-1) < .25    # leading asymptotic term only
zero = brentq(rM, og[ch[0]], og[ch[0]+1])
print(f" scan: max {sc.max():.4f} at Om {og[sc.argmax()]:.1f}, min {sc.min():.4f} at Om {og[sc.argmin()]:.1f}")
print(f" sign changes {len(ch)}, first at Om {zero:.1f} 1/bohr = {zero*c:.0f} Eh; sqrt<k^2> {k2**.5:.1f} 1/bohr")
dw = S.A[1, 1]-S.B0[1, 1]
print(f"1s2s on-shell: omega {S.Om[1]:.4f} 1/bohr, static exchange 1S0 {S.B0[1,1]*1e3:.4f} mEh")
print(f"B(omega)-B(0): 1S0 {dw*1e3:.4f} mEh = {dw*EV*1e3:.3f} meV, 3S1 {dw/3*1e3:.4f} mEh = {dw/3*EV*1e3:.3f} meV")
print("verified")
```

Output:

```
model (energy unit = first gap), levels 0 1 2.3, second mode k=1.7; g1*g2*lambda term
 k=0.6: exact 0.88136 static 0.95228 CI 0.24521 dropped 0.63615
 k=1.1: exact 0.55214 static 0.58375 CI 1.23334 dropped -0.68120
 k=1.001: exact 0.59183 static 0.62748 CI 94.06542 dropped -93.47360
 k=1.00001: exact 0.59226 static 0.62796 CI 9374.86568 dropped -9374.27342
 singles only, k=0.6: exact 0.71410 static 0.71410 CI 0.24674
 on-shell exchange: diagonalised 0.30684 formula 0.30685
kernel Om=1,2 r=0.3: r*K exact 0.79501 CI 0.89034
kernel Om=1,2 r=2.0: r*K exact 0.36214 CI -0.53490
kernel Om=1,2 r=7.0: r*K exact 0.13066 CI 0.44532
Z=1 Breit(1s^2)/(alpha^2 Z^3/4) = 1.00002
Sn Z=50: c=137.035999 a.u., gamma=0.931059, <r>1s=0.028621 bohr, 1 Eh=27.211386 eV
e1s=-1294.62615 Eh, e2s=-326.49480 Eh, states 20
first order: Coulomb 32.92513 Eh, Breit 1.735336 Eh
retardation element (8,9): k space -1.22981e-03, r space -1.22981e-03 Eh
state e/Eh Om/(1/bohr) Om<r> B0_rr/Eh CI/static exact/static
 1 -326.5 7.06 0.202 1.7494e-01 1.0076 0.9940
 5 28.2 9.65 0.276 3.7383e-02 1.0118 0.9910
 10 885.1 15.91 0.455 1.3599e-01 1.0234 0.9836
 14 3590.0 35.64 1.020 3.9391e-01 1.0646 0.9628
 17 12938.6 103.86 2.973 1.0488e+00 1.2096 0.9162
 18 23366.4 179.96 5.151 1.2966e+00 1.3175 0.8957
 19 54160.5 404.68 11.582 7.7787e-01 1.7529 0.8619
E static: singles -32.3741 doubles -7.7959 total -40.1700 mEh = -1.09308 eV
E CI: singles -32.8080 doubles -8.2184 total -41.0264 mEh = -1.11639 eV
E exact: singles -32.3741 doubles -7.6164 total -39.9905 mEh = -1.08820 eV
shift vs static: CI -0.8564, exact 0.1795 mEh
error vs exact: static -4.89, CI -28.19 meV
N=16 totals static, CI, exact: -40.1629 -41.0244 -39.9847 mEh
rotate 2s/top 10 deg: Om'=19.1 1/bohr static -40.1700 CI -41.6696 mEh
rotate 2s/top 20 deg: Om'=53.6 1/bohr static -40.1700 CI -43.0944 mEh
rotate 2s/top 30 deg: Om'=106.5 1/bohr static -40.1700 CI -36.1536 mEh
rotate 2s/top 45 deg: Om'=205.9 1/bohr static -40.1700 CI -32.3822 mEh
natural orbitals, doubles: static -7.7959 CI -7.9869 mEh
leading natural orbital: amplitude -0.00199, own Om 13.80 1/bohr, B0 1.65595e+00 Eh
 Om=13.8 1/bohr: CI/static 1.0158 exact/static 0.9885
 Om=50.0 1/bohr: CI/static 1.3028 exact/static 0.9138
 Om=100.0 1/bohr: CI/static 1.2561 exact/static 0.8023
 Om=200.0 1/bohr: CI/static -0.4455 exact/static 0.6327
 Om=400.0 1/bohr: CI/static -0.2087 exact/static 0.4407
 Om=1500.0 1/bohr: CI/static -0.0120 exact/static 0.1648
 scan: max 1.5349 at Om 77.5, min -0.4748 at Om 214.7
 sign changes 1, first at Om 152.7 1/bohr = 20926 Eh; sqrt<k^2> 161.6 1/bohr
1s2s on-shell: omega 7.0648 1/bohr, static exchange 1S0 174.9447 mEh
B(omega)-B(0): 1S0 1.3222 mEh = 35.978 meV, 3S1 0.4407 mEh = 11.993 meV
verified
```
